A straight direct-gap Tauc plot and the gap of beta-FeSi2

A straight plot of (αE)² against photon energy E, extrapolated to 0.87 eV, does not prove that beta-FeSi2 has a direct fundamental gap of 0.87 eV. In the synthetic spectrum below, the direct edge is at E_d = 0.870 eV and the fundamental gap is indirect, at E_i = 0.800 eV. The direct-gap plot is nevertheless straight, with R² = 0.99993, and extrapolates to 0.871 eV. It finds the direct edge and misses the fundamental gap by 71 meV.

This is a counter-example to an inference. It does not show that beta-FeSi2 is indirect, which needs other evidence.

**The two absorption laws**

Here α is the absorption coefficient, E = ħω the photon energy and n the refractive index. Units are Gaussian. The valence band is full, the conduction band empty, both are parabolic at their edges, and n and the matrix elements are constant. Electron-hole attraction and disorder are left out at first.

Let the light have vector-potential amplitude A₀. The absorbing half of the coupling (e/mc)A·p has amplitude eA₀/(2mc), so the golden rule gives a transition rate per volume

R = (2π/ħ) [eA₀/(2mc)]² |p|² J(E).

Here p is the momentum matrix element along the polarization, and J is the number of valence-conduction pairs per energy and volume, spin included. The electric amplitude is F = ωA₀/c, and the mean energy flux is ncF²/(8π). Absorbed power divided by flux is

α = ħωR · 8π/(ncF²)
 = ħω (2π/ħ) [e²F²/(4m²ω²)] |p|² J · 8π/(ncF²)
 = 4π²e²|p|²J/(ncm²ω).

Multiplication by E = ħω removes the frequency from the prefactor:

αE = 4π²e²ħ|p|²J/(ncm²).

This is why the plot uses αE and not α.

In a direct transition the photon adds almost no wavevector, so electron and hole share one k. With x = E − E_d and reduced masses μ₁, μ₂, μ₃ along the principal axes,

J = 2 ∫ d³k/(2π)³ δ(x − Σ ħ²kⱼ²/(2μⱼ)).

Put kⱼ = (2μⱼ/ħ²)^(1/2) sⱼ. The volume element gains the factor (2μ/ħ²)^(3/2), with μ³ = μ₁μ₂μ₃, and the remaining integral is

∫ 4πs² δ(x − s²) ds = 4πs²/(2s) at s = √x, which is 2π√x.

Therefore

J = (1/2π²)(2μ/ħ²)^(3/2) √x.

Anisotropy changes the strength of the edge but not its shape. With the matrix element expressed as an energy, E_P = 2|p|²/m, the direct part is

D(E) = A_d √(E − E_d), A_d = [e²ħE_P/(ncm)] (2μ/ħ²)^(3/2).

In an indirect transition a phonon of energy ħΩ supplies the missing wavevector, so any valence state near its edge can be joined to any conduction state near its own. If the kinetic energies of electron and hole add up to w, the number of pairs is proportional to

∫₀^w √u √(w − u) du.

With u = w sin²θ this becomes 2w² ∫ sin²θ cos²θ dθ from 0 to π/2, which is πw²/8. The available energy is w = E − E_i − ħΩ when a phonon is emitted and w = E − E_i + ħΩ when one is absorbed. Emission carries the weight N + 1 and absorption the weight N, where N = 1/[exp(ħΩ/kT) − 1]. The light still enters the amplitude once, so αE is again the natural quantity:

I(E) = A_i [(N+1)(E − E_i − ħΩ)² + N(E − E_i + ħΩ)²],

each square being dropped below its own onset. Constant matrix elements here include constant energy denominators of the intermediate states. That fails near E_d if the direct edge is itself the intermediate state. The shape of I would then change there, an effect not sized here.

**The counter-example**

The round parameters are T = 300 K, ħΩ = 30 meV, n = 5.3, μ = 0.40m, E_P = 2.0 eV and A_i = 10⁴ eV⁻¹cm⁻¹. They give N = 0.456 and A_d = 7.14×10⁴ eV^(1/2)cm⁻¹. The fit uses 51 points from 0.89 to 0.99 eV.

At the middle of this window, E = 0.94 eV and x = 0.07 eV. The direct part is

D = 7.138×10⁴ × √0.07 = 1.889×10⁴ eV/cm,

so its α is 2.01×10⁴ cm⁻¹. The indirect part is

I = 10⁴ × [1.456 × 0.11² + 0.456 × 0.17²] = 308 eV/cm,

so its α is 328 cm⁻¹, or 1.6 % of the direct one. The ratio is 1.2 % at the lower end of the window and 2.4 % at the upper end.

The plotted quantity, divided by A_d², is

y = (D + I)²/A_d² = x + δ(x),
δ = 2√x I/A_d + I²/A_d².

The first term of δ is the cross term created by squaring the sum of the two contributions. At mid-window δ = 2.3 meV, against x = 70 meV. The second term contributes less than 1 % of δ there.

What does a straight-line fit make of this? Let the window have centre c and width L, with evenly weighted points dense enough to replace sums by integrals. Since ∫(x − c)² dx = L³/12, the least-squares slope is

b = (12/L³) ∫ (x − c)(x + δ) dx = 1 + Q,
Q = (12/L³) ∫ (x − c) δ dx.

The fitted line passes through the mean point (c, c + δ̄), where δ̄ is the mean of δ. It crosses zero at x₀, where

c + δ̄ + (1 + Q)(x₀ − c) = 0,

and therefore

x₀ = (cQ − δ̄)/(1 + Q).

This is the error of the extrapolated direct edge. Here c = 70 meV, Q = 0.0530 and δ̄ = 2.586 meV, so

x₀ = (3.71 − 2.586)/1.053 ≈ 1.07 meV.

A line fitted to 4001 points of the same spectrum also gives 1.07 meV.

The formula shows why the plot is so forgiving. If δ were proportional to x, say δ = gx, then Q = g and δ̄ = gc, and the error would vanish: the extra absorption would be mistaken for a slightly stronger direct edge. Only the departure of δ from proportionality moves the intercept. A δ that grows faster than x pushes it up, as here. A nearly constant I gives δ close to √x in shape and pushes it down.

For this A_i the intercept is correspondingly insensitive to the true gap over the range below. With A_i and all other settings held fixed:

E_i = 0.74 eV: intercept 0.8709 eV, R² = 0.99991
E_i = 0.78 eV: intercept 0.8711 eV, R² = 0.99992
E_i = 0.82 eV: intercept 0.8710 eV, R² = 0.99994
E_i = 0.86 eV: intercept 0.8708 eV, R² = 0.99996

The fundamental gap moves by 120 meV and the intercept by about 0.3 meV. It does not even move steadily in one direction. The insensitivity belongs to a weak indirect term and a gap near E_d. At the same A_i the error is −1.1 meV for E_i = 0.60 eV and −3.9 meV for 0.50 eV. With A_i ten times larger it is 6 to 8 meV over the range above, and R² falls to about 0.996.

**Could better statistics reveal the difference?**

Give every α an independent random error of 2 % rms, and compare 4000 direct-only spectra with 4000 mixed ones. The mean R² is 0.9899 for the first kind and 0.9901 for the second, so R² does not single out the direct material. The intercepts scatter by about 0.8 meV. The mixed spectra are displaced by 1.1 meV, but an experimenter who does not know E_d beforehand cannot see a displacement from it.

A sharper test adds a quadratic term to the line and asks whether it differs from zero by more than 1.96 standard errors. It does so in 5.0 % of the direct-only spectra, the expected rate of false alarms, and in 12.6 % of the mixed ones. That count has a sampling error of about 0.5 percentage points; the rate expected from the signal is about 11.4 %. The expected curvature is 0.74 standard errors. Since this signal varies inversely with the noise, it would reach two standard errors at a noise of about 2 % × 0.74/2 = 0.7 %.

Even a detected curvature would not identify an indirect gap. Suppose the bands are purely direct but nonparabolic, with E² = E_d² + 2E_dκ and κ = ħ²k²/(2μ). Then κ = x + x²/(2E_d), and the pair density is proportional to

√κ dκ/dx = √κ (1 + x/E_d).

With the matrix element held fixed, y = κ(1 + x/E_d)². The same fit now errs by 9 meV and has R² = 0.9961. In this comparison the purely direct material gives the less straight plot. In a two-band model the matrix element in fact falls with k, which changes the size and possibly the sign of the error: +5 meV with R² = 0.9987 for an isotropic Dirac form, −7 meV with R² = 0.9982 for coupling along k. Both plots remain less straight than the mixed one.

**The correct general statement**

Let the fit window begin at a finite distance above E_d. Within the model above, for every E_i below E_d and every tolerance r > 0, there is a nonzero indirect strength A_i for which the squared plot changes nowhere in the window by more than the fraction 2r + r². Data of finite accuracy in that window therefore cannot exclude an indirect fundamental gap.

The proof is short. Write I = A_i g(E). Throughout the window E > E_d > E_i, so the phonon-absorption term makes g positive at T > 0, and g is finite. The direct part D is also positive, because the window starts above E_d. The ratio D/g therefore has a positive minimum M. Choose A_i = rM. Then I ≤ rD at every point, and

0 < (D + I)²/D² − 1 ≤ (1 + r)² − 1 = 2r + r².

Taking r small enough puts the change below any given experimental error, while the gap remains E_i. This completes the proof.

Two things do follow from measurement. First, if independent reasons establish that the observed edge is an allowed direct one at E_d, the fundamental gap cannot exceed E_d. The direct edge is an upper bound. Second, a failure to see absorption at some energy E ≤ E_d limits the indirect strength. If αE must lie below α_min E, then

A_i < α_min E/g(E)

for each assumed E_i and ħΩ that make g(E) positive. This bounds a strength and does not establish an absence. It is useful when the bound falls well below the strength expected from theory.

**Where the evidence has to come from**

At E_d the direct term vanishes and the indirect one is

I(E_d) = 10⁴ × [1.456 × 0.04² + 0.456 × 0.10²] = 69 eV/cm,

or α = 79 cm⁻¹. A film of 300 nm has an optical depth αd of 79 × 3×10⁻⁵ = 0.0024. If depths below 0.01 are lost in the measurement, the film can detect only α above 333 cm⁻¹. For E_i = 0.80 eV this limit at E_d would by itself allow an indirect strength 333/79 = 4.2 times the one assumed. At that strength the fit window would show a curvature of about three standard errors at 2 % noise, but a curvature does not identify an indirect gap. A crystal 100 μm thick has a depth of 0.79 at the same energy, which is easily measured.

In an ideal crystal with constant matrix elements, a single phonon energy and no electron-hole attraction, the two phonon branches can be separated. Between E_i − ħΩ = 0.77 eV and E_i + ħΩ = 0.83 eV phonon absorption acts alone, and

√(αE) = √(A_i N) (E − E_i + ħΩ).

A line fitted here gives the lower onset. Its square is continued upward and subtracted. The square root of the remainder is √[A_i(N+1)] (E − E_i − ħΩ), which gives the upper onset. Half the sum of the onsets is E_i and half their difference is ħΩ. The squared slopes supply a further condition:

N/(N+1) = exp(−ħΩ/kT),

which follows on inserting N = 1/(e^z − 1) and N + 1 = e^z/(e^z − 1), with z = ħΩ/kT.

For 400 synthetic crystal spectra with an rms error of 0.005 in optical depth, fitted over 0.790–0.828 and 0.846–0.869 eV, the recovered gap is 0.800 eV with a spread of 1.1 meV. The phonon energy is 30.0 meV with a spread of 0.4 meV, and the squared-slope ratio is 0.315 ± 0.016, against the required 0.313.

These spectra were generated with constant matrix elements. If the direct edge is itself the intermediate state, the amplitude contains an energy denominator, which for carriers at the band edges is E_d − E. It shrinks from 80 to 42 meV across the lower fit range and from 24 to 1 meV across the upper one. The branches are then no longer simple squares, and the line fits and the slope ratio can fail even though the gap is indirect. In that case the denominator must be included in the fitted curve.

**A line through an indirect plot is not proof either**

The indirect plot can also mislead if a line is drawn through it without a check of the misfit. Direct-only film data, drawn as √(αE) in the window above E_d, vary as x^(1/4). A line through them has R² = 0.973 and points to a false indirect gap of 0.69 eV.

Disorder and lattice vibrations can also give the direct edge an exponential tail with some energy scale E_U. Join the tail smoothly to √x. Equal logarithmic slopes require 1/(2x) = 1/E_U, hence x = E_U/2, and equal values then give

αE = A_d √(E_U/2) exp[(E − E_d − E_U/2)/E_U].

For E_U = 15 meV this is 16 times the indirect absorption at 0.83 eV. Over the lower crystal range the tail alone, plotted as √(αE), has R² = 0.973 and a false onset at 0.778 eV, close to the true phonon-absorption onset of 0.770 eV. This R² is for data without noise, so the misfit is a real curvature. Data as accurate as those assumed for the crystal would show it.

The tail equals the indirect term at 0.83 eV when E_U = 7.8 meV. A smaller E_U is necessary for the crystal analysis but not sufficient, because the tail rises steeply towards E_d. Even for E_U = 1 meV its value at E_d is

7.138×10⁴ × √0.0005 × e^(−1/2) ≈ 970 eV/cm,

against 69 eV/cm for the indirect term. In a real crystal the upper fit range must therefore stop many E_U below the edge, and with a broad tail no usable range remains.

The phonon signature is thus more than straightness: two onsets and, for constant matrix elements, a single phonon energy and negligible electron-hole attraction, the required ratio of squared slopes. Temperature adds a check. Between 300 and 100 K, N falls from 0.456 to 0.032, so with A_i and ħΩ fixed the phonon-absorption branch must weaken by a factor of 14 once the shift of the gap is allowed for. The factor must be the same at every energy in the branch. Weakening at one energy is not enough, because an exponential tail that narrows on cooling weakens too, though by a factor that changes with energy. The check needs a thicker crystal than the one above. At 100 K the branch has optical depths of only 0.002 to 0.013 in 100 μm, against an error of 0.005. That fixes its strength to about 11 % if the shift of the gap is known and to about 50 % if the shift must be fitted; in the latter case the energy dependence of the factor is not determined.

**Electron-hole attraction**

The largest neglected effect on the intercept, among those sized here, is the attraction between the electron and hole just created. An allowed direct transition creates both at one point, so its strength is multiplied by S = |ψ(0)|², where ψ is the Coulomb scattering state normalized to unit amplitude far away. With η = √(R_x/x) and R_x the exciton Rydberg, this state is

ψ = C e^(ik·r) ₁F₁(iη; 1; i(kr − k·r)), ψ(0) = C.

Far away the confluent hypergeometric function ₁F₁ has modulus e^(−πη/2)/|Γ(1 − iη)|. Unit amplitude therefore requires

S = |C|² = e^(πη) |Γ(1 − iη)|² = e^(πη) πη/sinh(πη) = 2πη/(1 − e^(−2πη)).

For a dielectric constant n², R_x = 6.9 meV, and S falls from 3.8 to 1.9 across the window. The direct-gap plot becomes y = xS². For direct-only absorption its fit has R² = 0.99993 and an intercept of 0.718 eV, which is 152 meV below the true direct edge.

The reason lies at small x. There S approaches 2πη, so y approaches 4π²R_x = 0.27 eV and not zero. The continuum part of the plot, the only part computed here, has a step at E_d, and a line fitted beyond the step misses it. The attraction also creates bound exciton lines below E_d, which are left out. That the line is so straight in this window is a numerical finding for these parameters. In the opposite limit, x ≫ 4π²R_x, S tends to 1 and αE approaches the square-root law in relative terms. The extrapolated intercept still does not return to E_d. There y ≈ x + 2π√(R_x x), and the tangent to this curve at x crosses zero near −π√(R_x x), which lies further below the edge as x grows. The window lies far from that limit.

The attraction changes the indirect law as well. It strengthens pairs of small relative energy and adds bound pairs, whose absorption starts below each onset by the binding energy of the indirect exciton. The branches are then not exact squares, so the line fits used for the crystal can misplace E_i and the slope ratio need not hold. A real crystal needs a fitted curve that includes the attraction.

**The model beside beta-FeSi2**

Beta-FeSi2 is a semiconducting silicide whose direct absorption edge near room temperature is roughly 0.85–0.9 eV. Band calculations generally place an indirect gap somewhat lower, by an amount that depends on the method and on strain. The 70 meV separation used here is a round choice, and A_i, E_P and μ are model values, not calculated or measured ones.

Real films break the assumption of sharp, independent-particle edges. For the chosen numbers, attraction screened only by the dielectric constant n² moves the fitted intercept by 152 meV, far more than the 1.1 meV caused by the indirect absorption without attraction. The two shifts do not simply add: with the attraction included in the direct term, the same indirect absorption moves the intercept by about 9 meV. Additional screening by the lattice reduces that figure: a dielectric constant of 60 in the same formula gives 43 meV. Screening by carriers and broadening of the edge, not computed here, can change it too. A hole density of 10¹⁸ cm⁻³, with mass 0.8m and mobility 10 cm²/Vs, adds a Drude absorption of 3.4 cm⁻¹ at 0.83 eV, against 20 cm⁻¹ from the indirect transitions. If the valence maximum lies at the direct edge, these holes also empty about 4 % of the initial states at the start of the fit window. If f is the emptied fraction, y falls by about 2fx, or 1.5 meV at the start of the window. For direct-only absorption without attraction, the fitted intercept then rises by about 2 meV. This is more than the 1.1 meV caused by the indirect absorption, though far less than the shift caused by the attraction. The Drude term matters below the edge: at 0.79 eV, where the lower crystal range begins, the indirect absorption is only 2.3 cm⁻¹ and the Drude absorption exceeds it. At such a doping it must be subtracted before the onsets are fitted.

The remaining figures are in the numerical output below. For a film of this kind, the straight plot supports the statement that absorption in the window resembles an allowed direct edge. Whether that edge is the fundamental gap must be settled below it, with enough optical depth, a small enough tail and a signature that belongs to phonons.

Computed values

```
Gaps: direct 0.870 eV, indirect 0.800 eV; phonon 30 meV
T 300 K, kT 25.85 meV; N(300 K) 0.456, N(100 K) 0.0317
n 5.3, reduced mass 0.40 m, E_P 2.0 eV
A_d 7.138e+04 eV^0.5/cm; A_i 1e+04 1/(eV cm)
State count and SI rate vs direct law: max error 0.02 %
Fit window 0.89 to 0.99 eV, 51 points
  E 0.89 eV: alpha direct 11342, indirect 133 1/cm
  E 0.94 eV: alpha direct 20091, indirect 328 1/cm
  E 0.99 eV: alpha direct 24977, indirect 600 1/cm
Clean direct only: intercept 0.8700 eV, R2 1.000000
Clean mixed: intercept 0.8711 eV, R2 0.999928
Mixed intercept minus true gap: 71.1 meV
Mean delta 2.586 meV; slope change Q 0.0530
Intercept error: formula 1.068, dense fit 1.068 meV
  True gap 0.74 eV: intercept 0.8709 eV, R2 0.999907
  True gap 0.78 eV: intercept 0.8711 eV, R2 0.999920
  True gap 0.82 eV: intercept 0.8710 eV, R2 0.999937
  True gap 0.86 eV: intercept 0.8708 eV, R2 0.999957
Film noise in alpha 2 % rms, 4000 spectra of each kind
  direct only: mean R2 0.9899, intercept 0.8700 eV, spread 0.83 meV
    curvature found in 5.0 %; expected signal -0.00 sigma
  mixed: mean R2 0.9901, intercept 0.8711 eV, spread 0.81 meV
    curvature found in 12.6 %; expected signal 0.74 sigma
Indirect alpha at E_d: 79.2 1/cm
Film 300 nm: optical depth 0.00238
  film detection limit: depth 0.01, alpha 333 1/cm
Crystal 100 um: optical depth 0.792, rms error 0.005
  fit ranges 0.790-0.828 and 0.846-0.869 eV, 400 spectra
  recovered gap 0.8001 eV, spread 1.06 meV
  recovered phonon 30.01 meV, spread 0.38 meV
  squared-slope ratio 0.315, spread 0.016; exp(-W/kT) 0.313
Indirect plot of direct-only film data: false gap 0.688 eV, R2 0.9726
Tail energy 15 meV: tail/indirect at 0.83 eV 15.9
  tail alone in sqrt plot: false onset 0.778 eV, R2 0.9730
  tail equals indirect there at tail energy 7.83 meV
Exciton Rydberg 6.90 meV; Sommerfeld factor 3.78 to 1.94
  direct only with attraction: intercept 0.718 eV, R2 0.999930
Nonparabolic direct only: intercept error 9.17 meV, R2 0.996069
Holes 1e+18 1/cm3, mass 0.8 m, mobility 10 cm2/Vs
  free-carrier alpha at 0.83 eV: 3.36 1/cm; indirect 19.79 1/cm
  hole filling at window start: 3.8 %
```
